# Rys Quadrature Is Exact at the Required Order

For an electron-repulsion integral over four primitive Cartesian Gaussians, Rys quadrature is exact in exact arithmetic as soon as the number of roots $N$ satisfies $2N-1\ge L$, where $L$ is the sum of all Cartesian powers. The smallest such number is $N=\lfloor L/2\rfloor+1$. Further roots return the same value, so they cannot improve it. What error remains comes from inexact roots and weights and from rounding in the rest of the arithmetic.

The belief that extra roots keep improving the integral is refuted below by one integral with $L=6$. Three roots give it with a relative error of 5 per cent, four give it exactly, and eight give nothing more.

## The counter-example

Atomic units are used. The integral is

$$
I=(d_{xy}\,p_z|d_{xz}\,p_y)=\iint \frac{\chi_a(\mathbf r_1)\chi_b(\mathbf r_1)\,\chi_c(\mathbf r_2)\chi_d(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 ,
$$

with real, normalised primitives. The exponents are $a=0.9$, $b=0.6$, $c=0.8$, $d=0.5$ bohr$^{-2}$. The centres, in bohr, are $\mathbf A=(0,0,0)$, $\mathbf B=(0.5,0.3,-0.4)$, $\mathbf C=(1.2,-0.9,1.0)$ and $\mathbf D=(1.6,-1.3,0.8)$. These are round model parameters.

### Reduction to one dimension

Let $p=a+b$, $q=c+d$, $\mathbf P=(a\mathbf A+b\mathbf B)/p$ and $\mathbf Q=(c\mathbf C+d\mathbf D)/q$. Completing the square merges the two Gaussians of electron 1:

$$
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2=p|\mathbf r-\mathbf P|^2+\frac{ab}{p}|\mathbf A-\mathbf B|^2 ,
$$

and likewise for electron 2. The Coulomb operator is written as

$$
\frac1{r_{12}}=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2r_{12}^2}\,du ,
$$

which is the Gaussian integral $\int_0^\infty e^{-u^2r^2}du=\sqrt\pi/(2r)$. Since $r_{12}^2$ is a sum over directions, the six-dimensional integral at fixed $u$ is a product of three two-dimensional ones. In the $x$ direction the exponent is minus

$$
E=p(x_1-P)^2+q(x_2-Q)^2+u^2(x_1-x_2)^2 .
$$

Its quadratic part has the matrix

$$
M=\begin{pmatrix}p+u^2&-u^2\\-u^2&q+u^2\end{pmatrix},\qquad \det M=pq+u^2(p+q).
$$

Define

$$
\rho=\frac{pq}{p+q},\qquad s=t^2=\frac{u^2}{\rho+u^2},\qquad X=P-Q .
$$

Then $\det M=(p+q)(\rho+u^2)$, so $u^2/\det M=s/(p+q)$. Also $1-s=\rho/(\rho+u^2)$, so $\det M=pq/(1-s)$.

The minimum $(m_1,m_2)$ of $E$ solves $M(m_1,m_2)^T=(pP,qQ)^T$. Inverting $M$ and using $(q+u^2)p=\det M-u^2q$ gives

$$
m_1=\frac{(q+u^2)pP+u^2qQ}{\det M}=P-\frac{q}{p+q}\,sX,\qquad m_2=Q+\frac{p}{p+q}\,sX ,
$$

the second by the same steps with the electrons exchanged. Hence $m_1-m_2=(1-s)X$, and the minimum value is

$$
E_{\min}=X^2\left[\frac{pq^2+qp^2}{(p+q)^2}s^2+u^2(1-s)^2\right]=X^2\left[\rho s^2+\rho s(1-s)\right]=\rho sX^2 ,
$$

because $u^2(1-s)=\rho s$. The weight $e^{-E}$ is therefore $e^{-\rho sX^2}$ times a Gaussian with means $m_1,m_2$ and covariance matrix $\sigma=\tfrac12M^{-1}$:

$$
\sigma_{12}=\frac{u^2}{2\det M}=\frac{s}{2(p+q)},\qquad
\sigma_{11}=\frac{q+u^2}{2\det M}=\frac{1-s}{2p}+\frac{s}{2(p+q)}=\frac1{2p}\left[1-\frac{qs}{p+q}\right].
$$

Exchanging $p$ and $q$ gives $\sigma_{22}$. All means and covariances are linear in $s$; the proof rests on this fact.

The area under the two-dimensional Gaussian is $\pi/\sqrt{\det M}=\pi\sqrt{(1-s)/(pq)}$. Three directions give $\pi^3(1-t^2)^{3/2}/(pq)^{3/2}$. From $u=\sqrt\rho\,t(1-t^2)^{-1/2}$ follows $du=\sqrt\rho\,(1-t^2)^{-3/2}dt$, and the powers of $1-t^2$ cancel. With $\sqrt\rho/(pq)^{3/2}=1/(pq\sqrt{p+q})$ the result is

$$
I=K\int_0^1 f(t^2)\,e^{-Tt^2}dt,\qquad T=\rho|\mathbf P-\mathbf Q|^2,
$$

$$
K=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\;e^{-ab|\mathbf A-\mathbf B|^2/p-cd|\mathbf C-\mathbf D|^2/q}\;n_an_bn_cn_d .
$$

Here $f=G_xG_yG_z$, and each $G$ is the Gaussian average of the Cartesian factors in its direction. For Cartesian powers of 0 or 1 with sum $l$, the normalisation is $n_a=(2a/\pi)^{3/4}(4a)^{l/2}$, from $\int e^{-2ax^2}dx=\sqrt{\pi/2a}$ and $\int x^2e^{-2ax^2}dx=\sqrt{\pi/2a}/(4a)$.

### The polynomial

Each direction holds one factor from each electron. The average of a product of two factors is the product of their averages plus the covariance, so

$$
G_x=(m_1-A_x)(m_2-C_x)+\sigma_{12} .
$$

The numbers are $p=1.5$, $q=1.3$, $P_x=0.6(0.5)/1.5=0.2$ and $Q_x=(0.96+0.80)/1.3=1.353846$, so $X_x=-1.153846$. With $q/(p+q)=0.464286$, $p/(p+q)=0.535714$ and $\sigma_{12}=s/5.6$,

$$
G_x=(0.2+0.535714s)(0.153846-0.618132s)+0.178571s .
$$

The $y$ factors sit on $A$ and $D$, the $z$ factors on $B$ and $C$:

$$
G_y=(0.12-0.545s)(0.246154+0.628846s)+0.178571s,
$$

$$
G_z=(0.24+0.502857s)(-0.076923-0.580220s)+0.178571s .
$$

Multiplied out,

$$
\begin{aligned}
G_x&=0.030769+0.137363s-0.331142s^2,\\
G_y&=0.029538+0.119879s-0.342721s^2,\\
G_z&=-0.018462+0.000637s-0.291768s^2 .
\end{aligned}
$$

Thus $f$ has degree 6 in $s$, with leading coefficient $-0.0331$. The other constants are $T=2.70377$ and $K=16.5411$ hartree bohr$^{-6}$.

### The rule and its values

With $s=t^2$, $dt=ds/(2\sqrt s)$, so the integral over $t$ becomes

$$
\int_0^1 f(s)\,w(s)\,ds,\qquad w(s)=\frac{e^{-Ts}}{2\sqrt s} .
$$

Let $R_N$ be the monic polynomial of degree $N$ orthogonal under $w$ to all polynomials of lower degree. The Rys rule replaces the integral by $\sum_iw_if(s_i)$, where the $s_i$ are the zeros of $R_N$ and

$$
w_i=\int_0^1\ell_i(s)w(s)\,ds,\qquad \ell_i(s)=\prod_{j\ne i}\frac{s-s_j}{s_i-s_j} .
$$

For $N=4$ the sum is short enough to write out:

| $s_i$ | $w_i$ | $10^6f(s_i)$ | $10^6w_if(s_i)$ |
|---|---|---|---|
| 0.025234 | 0.295583 | −20.50 | −6.061 |
| 0.219414 | 0.165248 | −57.26 | −9.462 |
| 0.557207 | 0.055277 | 4.92 | 0.272 |
| 0.893920 | 0.012051 | −3824.0 | −46.081 |

In the last row, for instance, $f=(-0.11105)(-0.13717)(-0.25104)=-0.0038240$ bohr$^6$. The last column is formed from the unrounded $w_i$ and $f(s_i)$, so its final digit can differ from the product of the entries shown. It adds up to $-61.332$, and

$$
I=16.5411\times(-61.332\times10^{-6})=-1.01450\times10^{-3}\ \text{hartree}.
$$

The other values, computed with 60 digits, are listed with errors relative to the exact integral:

| $N$ | value ($10^{-3}$ hartree) | relative error |
|---|---|---|
| 1 | −0.401732 | −0.604 |
| 2 | −0.233337 | −0.770 |
| 3 | −0.962760 | −0.051 |
| 4 | −1.014504 | rounding |
| 6 | −1.014504 | rounding |
| 8 | −1.014504 | rounding |

From four roots on, the relative differences are of order $10^{-60}$, the rounding level of that arithmetic. There is no gradual convergence. Even below four roots an added root need not help: two roots are worse than one here.

The reference value does not rest on the reduction alone. The numerical check also integrates the original definition over electron positions, without $u$ or $t$, and obtains the same value.

## The correct statement

**Let $f$ be the polynomial of a Coulomb integral over four primitive Cartesian Gaussians with total power $L$. Then $\deg f\le L$, and the $N$-root Rys rule for the same $T$ gives the integral exactly whenever $2N-1\ge\deg f$. Hence $N=\lfloor L/2\rfloor+1$ roots always suffice.**

### The degree of $f$

The reduction above holds for any Cartesian powers; only the averages $G$ and the normalisation constants change. Let $W$ be the normalised Gaussian density in one direction, with means $m_e$ and covariances $\sigma_{ef'}$, where $e,f'$ label electrons. Since $W\propto e^{-(x-m)^TM(x-m)}$ and $\sigma=\frac12M^{-1}$,

$$
\sum_{f'}\sigma_{ef'}\frac{\partial W}{\partial x_{f'}}=-(x_e-m_e)W .
$$

Multiply by a polynomial $g(x_1,x_2)$ and integrate by parts. The boundary terms vanish, and

$$
\langle(x_e-c)g\rangle=(m_e-c)\langle g\rangle+\sum_{f'}\sigma_{ef'}\left\langle\frac{\partial g}{\partial x_{f'}}\right\rangle .
$$

Here $c$ is any centre coordinate. Let $g$ be the product of the remaining Cartesian factors. The first term uses up one factor and supplies at most one power of $s$. The second uses up two factors, the one split off and the one removed by the derivative, and also supplies at most one power. Repeating this until no factors are left shows that $n$ factors give degree at most $n$. The product over directions then gives $\deg f\le L$.

The power $s^L$ can arise only if every factor is replaced by its mean. Its coefficient is the product of the slopes of the means:

$$
c_L=\prod_{i=x,y,z}\left(-\frac{qX_i}{p+q}\right)^{n_{1i}}\left(\frac{pX_i}{p+q}\right)^{n_{2i}},
$$

where $n_{1i}$ and $n_{2i}$ count the factors of each electron in direction $i$, and a zeroth power is 1. In the example all six counts are 1, so

$$
c_6=-\left[\frac{pq}{(p+q)^2}\right]^3X_x^2X_y^2X_z^2=-(0.24872)^3(2.1520)=-0.0331\ \text{bohr}^6 .
$$

### Exactness of the rule

The zeros of $R_N$ must first be shown to be usable nodes. Suppose $R_N$ changed sign at only $m<N$ points of $(0,1)$. Multiplied by the polynomial of degree $m$ with simple zeros at those points, it would have one sign throughout, and its integral with the positive weight $w$ would not vanish. That contradicts orthogonality. So $R_N$ has $N$ distinct zeros in $(0,1)$.

Now let $\deg f\le2N-1$ and divide by $R_N$:

$$
f=gR_N+r,\qquad \deg g\le N-1,\quad \deg r\le N-1 .
$$

Orthogonality gives $\int_0^1gR_Nw\,ds=0$. The rule also gives zero for $gR_N$, because $R_N(s_i)=0$. The remainder equals its interpolation polynomial, $r=\sum_ir(s_i)\ell_i$, so by the definition of the weights

$$
\int_0^1fw\,ds=\int_0^1rw\,ds=\sum_iw_ir(s_i)=\sum_iw_if(s_i) .
$$

This is an equality, with no limit $N\to\infty$. The exponential is not approximated by a polynomial: it is part of the weight. The condition $2N-1\ge L$ means $N\ge(L+1)/2$, whose smallest integer solution is $\lfloor L/2\rfloor+1$ for even and odd $L$ alike. A larger $N$ satisfies the condition too, and therefore gives the same number.

### One root too few

If $\deg f=2N$ with leading coefficient $c$, then $f-cR_N^2$ has degree at most $2N-1$ and is integrated exactly. The rule gives zero for $R_N^2$. Hence

$$
I-I_N=K\,c\,h_N,\qquad h_N=\int_0^1R_N(t^2)^2e^{-Tt^2}dt>0 .
$$

For the three-root rule of the example, $h_3=9.4472\times10^{-5}$, and

$$
I-I_3=16.5411\,(-0.0331125)(9.4472\times10^{-5})=-5.174\times10^{-5}\ \text{hartree},
$$

which is the difference between the fourth and third values in the table. This is a genuine truncation error. It disappears at the next root because the degree condition is then met.

### When fewer roots suffice

The count based on $L$ is sufficient, but symmetry can make it too large. If $\mathbf P=\mathbf Q$, the means no longer depend on $s$. Each power of $s$ must then come from a covariance, which uses up two factors, so $\deg f\le L/2$.

Take $(d_{xy}d_{xy}|d_{xy}d_{xy})$ with all four functions on one centre and all exponents equal to 1 bohr$^{-2}$. Here $L=8$, and the count $\lfloor L/2\rfloor+1$ is five. With $p=q=2$, $\sigma_{11}=\sigma_{22}=\frac14(1-\frac s2)$ and $\sigma_{12}=\frac s8$. Applying the recursion to $\langle x_1^2x_2^2\rangle$ with zero means gives

$$
G_x=G_y=\sigma_{11}\sigma_{22}+2\sigma_{12}^2=\frac1{16}\left(1-s+\frac34s^2\right),\qquad G_z=1 .
$$

So $f=G_xG_y$ has degree 4, and three roots are enough. Three and five roots both give 0.769044 hartree; two give 0.765360 hartree, which is 0.48 per cent too low.

## Where errors do come from

### Inexact tables

Let the stored roots and weights be $s_i+\delta s_i$ and $w_i+\delta w_i$. A Taylor expansion to first order gives the error of a rule with enough roots:

$$
\delta I=K\sum_i\left[f(s_i)\,\delta w_i+w_if'(s_i)\,\delta s_i\right].
$$

No term here is a truncation error that a larger $N$ could remove. With both tables rounded to six decimals, the relative errors of the example are $3.3\times10^{-5}$, $-3.6\times10^{-5}$ and $-1.9\times10^{-6}$ for four, six and eight roots. The first-order formula reproduces all three. The smaller last value belongs to this particular set of roundings and does not establish a trend.

The size of the four-root error can be traced. The last weight, 0.01205053, is rounded up by $4.7\times10^{-7}$, a relative change of $3.9\times10^{-5}$. Its node supplies $46.081/61.332=0.751$ of the integral, so this one weight causes a relative error of $2.9\times10^{-5}$. A small absolute error in a small weight matters when $f$ is large at its node.

### Roots computed in double precision

Roots can be computed from the moments $\int_0^1s^kw\,ds$, the Boys functions $F_k(T)$. Let $\phi_k$ be the orthonormal polynomials for $w$. The product $s\phi_k$ has degree $k+1$, and it is orthogonal to $\phi_j$ for $j<k-1$ because $s\phi_j$ has degree below $k$. Multiplication by $s$ is therefore a symmetric tridiagonal matrix, the Jacobi matrix. Let $J$ be its leading $N\times N$ block. At a zero of $\phi_N$ the recurrence closes, so $s_i$ is an eigenvalue of $J$ with eigenvector $(\phi_0(s_i),\dots,\phi_{N-1}(s_i))$.

The weights are positive: $\ell_i^2$ has degree $2N-2$ and $\ell_i(s_j)=\delta_{ij}$, so exactness gives $w_i=\int_0^1\ell_i^2w\,ds>0$. Exactness through degree $2N-2$ also gives $\sum_iw_i\phi_j(s_i)\phi_k(s_i)=\delta_{jk}$. The square matrix $\sqrt{w_i}\,\phi_k(s_i)$ is thus orthogonal, and its rows are the normalised eigenvectors $v_i$. Since $\phi_0=F_0^{-1/2}$, the weights are $w_i=F_0v_{i1}^2$, and

$$
\sum_iw_if(s_i)=F_0\,[f(J)]_{11} .
$$

The element $[J^k]_{11}$ is a sum over closed walks of $k$ steps, each step moving by at most one index. A walk of $L$ steps that starts and ends at index 1 cannot pass index $\lfloor L/2\rfloor+1$. Matrix entries beyond that index do not affect the integral, even if they are inaccurate.

In the double-precision run the entries of $J$ are built from rounded moments, and the roots and weights are taken as the eigenvalues and as $F_0v_{i1}^2$ of that inaccurate matrix. The last identity then holds for the inaccurate matrix as well, up to rounding in the diagonalisation, because it is the spectral decomposition of any real symmetric matrix. The entries are built in order of index, each from the lowest moments only, so those up to index 4 are the same for four, six and eight roots. This accounts for the insensitivity of the integral to $N$; the growth of the root errors is only observed here. The argument needs the computed squares of the off-diagonal entries to stay positive, so that $J$ is real. That holds for the four to eight roots used here; with rounded ordinary moments it has failed in this example by 14 roots. The largest absolute root error grows from $1.0\times10^{-14}$ for four roots to $9.7\times10^{-11}$ for eight. The relative error of the integral stays below $2\times10^{-15}$ in magnitude. The additional roots are less accurate as a set, but their errors are correlated with those of the weights and cancel in this integral. Errors made by rounding each table entry independently carry no such correlation, so they do not cancel in this way.

### A rule that does approximate

Gauss–Legendre quadrature applied directly in $t$ treats $e^{-Tt^2}$ as part of the function to be sampled. For $T>0$ that function is not a polynomial. An $n$-point rule is exact through degree $2n-1$ in $t$, and $f(t^2)$ alone has degree 12, so 4 and 6 points fall short even without the exponential; from 7 points on the truncation error is due to the exponential factor. In the example the relative errors are $2.0\times10^{-2}$, $6.1\times10^{-5}$, $-1.4\times10^{-7}$ and $-1.7\times10^{-13}$ for 4, 6, 8 and 12 points. Along this sequence more points do improve the result, though not at every single step: seven points give $1.0\times10^{-7}$, slightly smaller in magnitude than the eight-point error. This gradual convergence is the behaviour wrongly attributed to Rys quadrature.

### Limits of the statement

The proof needs the weight to match the integral. Roots for a different $T$ belong to a different weight, and their exactness does not carry over. The same holds if the operator changes the range of integration. For $\operatorname{erfc}(\omega r_{12})/r_{12}$ with $\omega>0$, the integral over $u$ starts at $\omega$ instead of 0, so the integral over $t$ starts at $\omega/\sqrt{\rho+\omega^2}$. The polynomial is unchanged, but a rule built for the full interval is not the Gauss rule for the shorter one.

The statement concerns integrals over a given set of Gaussians. How well those Gaussians represent an orbital is a separate question, and the number of Rys roots has no bearing on it.

## Calculated quantities

```
FOUR-CENTRE EXAMPLE (d_xy p_z | d_xz p_y)
exponents a,b,c,d (bohr^-2): 0.9 0.6 0.8 0.5
centre A (bohr): 0.0 0.0 0.0
centre B (bohr): 0.5 0.3 -0.4
centre C (bohr): 1.2 -0.9 1.0
centre D (bohr): 1.6 -1.3 0.8
p, q, rho (bohr^-2): 1.500000 1.300000 0.696429
P-Q (bohr): -1.153846 1.173846 -1.083077
T (no unit): 2.70376648
L, degree of f, required roots: 6 6 4
leading coefficient of f (bohr^6): -3.31125348e-02
prefactor K (hartree bohr^-6): 1.65411370e+01
direct position-space integral (hartree): -1.014504313842e-03
one-dimensional t integral (hartree): -1.014504313842e-03
Rys rule, 60-digit arithmetic: N, value (hartree), relative error
  1 -4.017324701925e-04 -0.604
  2 -2.333368055621e-04 -0.77
  3 -9.627600704013e-04 -0.051
  4 -1.014504313842e-03 2.022e-60
  5 -1.014504313842e-03 1.089e-60
  6 -1.014504313842e-03 1.711e-60
  7 -1.014504313842e-03 9.335e-61
  8 -1.014504313842e-03 -1.634e-60
h_3 (no unit): 9.44722494e-05
exact minus three-root value (hartree): -5.17442434e-05
predicted K*c_6*h_3 (hartree): -5.17442434e-05
four roots s_i and weights w_i (no unit):
  0.025233741534 0.295582592670
  0.219413745748 0.165248047797
  0.557207266948 0.055277305278
  0.893919603333 0.012050529879
tables rounded to 6 decimals: N, relative error, first-order estimate
  4 3.2619e-05 3.2618e-05
  6 -3.5589e-05 -3.5588e-05
  8 -1.8560e-06 -1.8559e-06
double-precision moments: N, largest root error, integral rel. error
  4 1.03e-14 2.22e-16
  6 5.31e-13 -1.67e-15
  8 9.70e-11 -1.11e-15
Gauss-Legendre in t: N, relative error
  4 2.021e-02
  6 6.100e-05
  8 -1.411e-07
  12 -1.723e-13
ONE-CENTRE EXAMPLE (d_xy d_xy | d_xy d_xy), exponents 1 bohr^-2
L, standard root count, degree of f: 8 5 4
N, value (hartree), relative error
  2 0.765359631314 -0.004791
  3 0.769044134717 0.0
  5 0.769044134717 1.556e-61
```
